# Bath Orbitals of a Defect Fragment in a Single-Determinant Host

## The result

Let a crystal or cluster containing a defect be described by one Slater determinant $|\Psi\rangle$ of $N$ electrons in $L$ orthonormal spin orbitals. Let $n_A$ of these form the defect fragment $A$, and the other $L-n_A$ the environment $B$. Then

$$
|\Psi\rangle=|\Phi\rangle_{A+\text{bath}}\wedge|\text{core}\rangle ,\qquad
m\le\min(n_A,\;N,\;L-n_A,\;L-N),
$$

where the bath consists of $m$ orthonormal orbitals of $B$, the core is a single determinant in the rest of $B$, and $\wedge$ is the antisymmetrized product. The number $m$ counts the eigenvalues of the fragment block of the one-particle density matrix that lie strictly between 0 and 1. No smaller bath suffices.

The word "orbitals" matters. The Fock space of $A$ has dimension $2^{n_A}$, so any pure state, correlated or not, has at most $2^{n_A}$ Schmidt states. What the determinant adds is that its environment Schmidt states are all built from at most $n_A$ orbitals above one common frozen core.

The occupied orbitals are the columns of an $L\times N$ matrix $C$ with $C^\dagger C=1$, and orbital $i$ is created by $\phi_i^\dagger=\sum_p C_{pi}c_p^\dagger$. The density matrix is $D=CC^\dagger$. With the fragment orbitals listed first,

$$
C=\begin{pmatrix}C_A\\ C_B\end{pmatrix},\qquad
D=\begin{pmatrix}D_{AA}&D_{AB}\\ D_{BA}&D_{BB}\end{pmatrix},\qquad D_{BA}=C_BC_A^\dagger .
$$

## First derivation: Schmidt decomposition of the determinant

**Rotating the occupied orbitals.** Write the singular value decomposition $C_A=USV^\dagger$, with $U$ unitary of size $n_A$, $V$ unitary of size $N$, and $S$ an $n_A\times N$ matrix whose only nonzero entries are the singular values $s_k\ge0$ on its diagonal. Replacing $C$ by $CV$ multiplies the determinant by $\det V$, which is a phase, so the physical state is unchanged.

The fragment rows of the rotated orbitals are $C_AV=US$. Column $k$ is $s_k$ times column $k$ of $U$, which defines a normalized fragment orbital $a_k$. For the environment rows, $C^\dagger C=1$ reads $C_B^\dagger C_B=1-C_A^\dagger C_A$, so

$$
(C_BV)^\dagger(C_BV)=V^\dagger(1-C_A^\dagger C_A)V=1-S^\dagger S .
$$

The right side is diagonal. The environment parts of the rotated orbitals are therefore mutually orthogonal, with squared norms $1-s_k^2$. A squared norm cannot be negative, hence $s_k\le1$. Dividing by the norm where it is nonzero defines orthonormal orbitals $b_k$ in $B$, and

$$
\phi_k=s_k\,a_k+\sqrt{1-s_k^2}\;b_k .
$$

**Sorting and counting.** There are three kinds of occupied orbital. If $s_k=1$, the orbital lies entirely in the fragment. If $s_k=0$, it lies entirely in the environment and belongs to the core. This includes all columns beyond the first $\min(n_A,N)$, where $S$ has no diagonal entry. If $0<s_k<1$, it straddles the cut and contributes one bath orbital $b_k$. Let $m$ be the number of the third kind. Since $S$ has at most $\min(n_A,N)$ nonzero entries, $m\le n_A$ and $m\le N$. The $b_k$ are orthonormal vectors in a space of dimension $L-n_A$, so $m\le L-n_A$ as well.

Because $D_{AA}=C_AC_A^\dagger=USS^\dagger U^\dagger$, the numbers $\lambda_k=s_k^2$ are the occupations of the $a_k$. Any further eigenvalues of $D_{AA}$, present when $n_A>N$, are zero. Thus $m$ is also the number of fractional eigenvalues of $D_{AA}$.

**The many-body expansion.** Up to a phase,

$$
|\Psi\rangle=\prod_{k=1}^{m}\left(\sqrt{\lambda_k}\,a_k^\dagger+\sqrt{1-\lambda_k}\,b_k^\dagger\right)
\prod_{l\in\text{full}}a_l^\dagger\prod_{c\in\text{core}}b_c^\dagger\,|0\rangle .
$$

Multiplying out gives one term for each subset $X$ of $\{1,\dots,m\}$, the set of straddling orbitals whose electron is found in the fragment. Moving all fragment operators to the left costs a sign $\sigma_X=\pm1$, since each exchange of two creation operators changes the sign. The result is

$$
|\Psi\rangle=\sum_X\sigma_X\sqrt{p_X}\;|A_X\rangle|B_X\rangle,\qquad
p_X=\prod_{k\in X}\lambda_k\prod_{k\notin X}(1-\lambda_k),
$$

$$
|A_X\rangle=\prod_{k\in X}a_k^\dagger\prod_{l\in\text{full}}a_l^\dagger|0\rangle,\qquad
|B_X\rangle=\prod_{k\notin X}b_k^\dagger\prod_{c\in\text{core}}b_c^\dagger|0\rangle .
$$

Different $X$ give different occupation strings on both sides, so the $|A_X\rangle$ are orthonormal and so are the $|B_X\rangle$. Absorbing $\sigma_X$ into $|B_X\rangle$ leaves positive coefficients. This is the Schmidt decomposition. It has $2^m$ terms, and every $|B_X\rangle$ is the same core plus electrons in the $m$ bath orbitals.

The weights are those of $m$ independent yes-or-no events with probabilities $\lambda_k$. Since $\log p_X$ is a sum over $k$, averaging it term by term gives the entanglement entropy

$$
\mathcal S=\sum_{k=1}^m h(\lambda_k),\qquad h(\lambda)=-\lambda\log_2\lambda-(1-\lambda)\log_2(1-\lambda)\ \text{bits}.
$$

**No smaller bath.** If a bath of $m'$ orbitals above a fixed core sufficed, all environment Schmidt states would lie in a space of dimension $2^{m'}$. There are $2^m$ linearly independent ones, so $m'\ge m$.

## Second derivation: an invariant subspace of the density matrix

This route uses neither the orbitals nor the many-body expansion. It starts from the fact that $D$ is Hermitian and idempotent, $D^2=D$, because it projects onto the occupied space. Two blocks of $D^2=D$ are needed:

$$
D_{AB}D_{BA}=D_{AA}(1-D_{AA}),\qquad D_{BB}D_{BA}=D_{BA}(1-D_{AA}).
$$

**Counting.** Since $D_{AB}=D_{BA}^\dagger$, the left side of the first identity is $D_{BA}^\dagger D_{BA}$, which has the same rank as $D_{BA}$. The right side has eigenvalues $\lambda(1-\lambda)$, which vanish only for $\lambda=0$ or $1$. So the rank of $D_{BA}$ is the number $m$ of fractional eigenvalues, and its nonzero singular values are $\sqrt{\lambda_k(1-\lambda_k)}$.

The matrix $D_{BA}$ has $n_A$ columns and $L-n_A$ rows, and it is a block of $D$, whose rank is $N$. The identity matrix has no $BA$ block, so $D_{BA}$ is also minus a block of $1-D$, whose rank is $L-N$. All four bounds follow. The last one is the hole counterpart of $m\le N$: few empty orbitals permit little entanglement.

**Factorization.** Let $W$ be the range of $D_{BA}$, an $m$-dimensional subspace of $B$. The space $E=A\oplus W$ is mapped into itself by $D$:

- For $x$ in $A$, $Dx=D_{AA}x+D_{BA}x$, with the first part in $A$ and the second in $W$.
- For $w=D_{BA}x$ in $W$, $Dw=D_{AB}w+D_{BB}w$. The first part is in $A$. By the second identity the other part is $D_{BA}(1-D_{AA})x$, which is in $W$.

Because $D$ is Hermitian, the orthogonal complement $R$ of $E$ is also mapped into itself. Hence $D$ is a projector on $E$ plus a projector on $R$. The occupied space has a basis of orbitals each lying wholly in $E$ or wholly in $R$, and the determinant of that basis is $|\Phi\rangle_E\wedge|\text{core}\rangle_R$. The bath is $W$.

The electron number in $E$ follows at once. If $D_{AA}x_k=\lambda_kx_k$, the second identity gives $D_{BB}w_k=(1-\lambda_k)w_k$ for $w_k=D_{BA}x_k$. Each fragment orbital of occupation $\lambda_k$ is paired with a bath orbital of occupation $1-\lambda_k$, together one electron. With $n_1$ completely filled fragment orbitals, $E$ holds $m+n_1$ electrons, an integer.

**No smaller bath.** Suppose $|\Psi\rangle$ factorizes between $E'=A\oplus W'$ and its complement $R'$. Because the total electron number is fixed, each factor has a definite number: two different numbers in one factor would give two different totals. An element of $D$ connecting $E'$ and $R'$ is then a product of expectation values of single creation or annihilation operators, and these vanish. So $D_{BA}x$ has no component in $R'$ for any $x$ in $A$, which means that $W'$ contains $W$.

## What each derivation assumes

Both need an orthonormal basis, since otherwise the spaces $A$ and $B$ need not be orthogonal. Both need a pure state with $D^2=D$. The first requires the occupied orbitals and returns the most: amplitudes, weights and entropy. The second requires only the matrix $D$, yields the bath without choosing occupied orbitals, and treats electrons and holes alike.

The second also locates the failure for a correlated state. There $D-D^2\ne0$, and the identity that kept $W$ invariant becomes

$$
D_{BB}D_{BA}=D_{BA}(1-D_{AA})-(D-D^2)_{BA}.
$$

The last term can carry a vector out of $W$. The rank of $D_{BA}$ still cannot exceed $n_A$, because it has only $n_A$ columns, but its range no longer has to decouple the fragment from the rest.

A half-filled Hubbard chain of four sites with open ends shows this. The fragment is an end site, with two spin orbitals. At $U/t=0$ the six environment occupations are 0, 0, 0.5, 0.5, 1, 1: two bath spin orbitals, two empty and two filled. At $U/t=4$ they are 0.13, 0.13, 0.5, 0.5, 0.87, 0.87. There are four Schmidt states in both cases. But above a determinant core, any fractional environment occupation must belong to the bath, so the interacting state needs all six environment orbitals.

The four bounds can each be the limiting one. For random determinants with $L=8$, the choices $(N,n_A)=(4,3)$, $(2,3)$, $(7,3)$ and $(4,6)$ give $m=3,2,1,2$, set respectively by $n_A$, $N$, $L-N$ and $L-n_A$. Schmidt decomposition of the explicit many-body amplitudes gives 8, 4, 2 and 4 states, which is $2^m$ each time.

## Spin

In a restricted closed shell, both spins occupy the same spatial orbitals. The theorem can then be applied to one spin, with $L$, $N$ and $n_A$ counting spatial orbitals, and the same $m$ spatial bath orbitals serve both spins. In an unrestricted determinant the bound holds for each spin separately. The two baths may differ, and together they span up to $2n_A$ dimensions. A spatial bath serving both must contain this span. It may need further orbitals, because the density matrix of one spin need not map the other spin's bath into the span.

## Example: selenium in a silicon cluster

A substitutional selenium atom in silicon is represented by the cluster SeSi$_4$H$_{12}$, with unrelaxed tetrahedral geometry and rough bond lengths of 0.235 nm (Se–Si) and 0.148 nm (Si–H). The level is restricted Hartree–Fock with the LANL2DZ basis and effective core potentials. The solution is stable among real restricted determinants, but not once the two spins may have different orbitals. One such unrestricted determinant lies about 0.26 eV lower, and for one spin it splits the triplet at 0.67 quoted below into 0.73, 0.66 and 0.62. The numbers below therefore describe the restricted solution, not the lowest determinant. There are 34 valence electrons, so $N=17$ per spin in $L=64$ spatial orbitals. The fragment is the set of $n_A=8$ symmetrically orthogonalized orbitals on Se, namely two $s$ and two $p$ shells. The bound is $\min(8,17,56,47)=8$.

The fragment occupations per spin are

$$
0.9826,\quad 3\times0.6653,\quad 3\times0.0085,\quad 0.0015 .
$$

The triplets are the $p$ orbitals, which tetrahedral symmetry keeps degenerate. All eight values are fractional, so $m=8$ and the bound is reached. No fragment orbital is completely filled, so fragment and bath hold eight pairs, or 16 electrons. The other 48 environment orbitals are frozen: nine doubly occupied and 39 empty. At the mean-field level, these 16 orbitals hold every density-matrix element that involves a fragment orbital, and all of the fragment's entanglement. The frozen core still acts on the fragment through its Coulomb and exchange field, which a calculation in the 16 orbitals must keep.

The entropy per spin is

$$
h(0.9826)+3h(0.6653)+3h(0.0085)+h(0.00153)\approx0.127+2.759+0.212+0.017\approx3.11\ \text{bits}.
$$

The triplet at 0.6653 supplies 89% of it. The eight bath orbitals thus differ strongly in weight. Dropping one bath orbital discards a density-matrix element $\sqrt{\lambda(1-\lambda)}$, which is $\sqrt{0.6653\times0.3347}=0.472$ for the strongest and 0.039 for the weakest. As $\lambda\to0$ or $1$ this coupling vanishes, and at the limit the orbital leaves the count.

The bound holds in any basis, but these numbers belong to LANL2DZ and to the symmetric orthogonalization. If the fragment is instead the space spanned by the original selenium functions, the triplet occupation is 0.93 instead of 0.67, and the entropy per spin is 3.43 bits. With symmetric orthogonalization kept, adding one set of $d$ functions (exponent 0.3) to each silicon atom lowers the largest occupation from 0.98 to 0.89 and the triplet from 0.67 to 0.61, and raises the entropy per spin to 3.68 bits. With the same functions on selenium too, the fragment has 13 orbitals and the bath also has 13.

**A larger fragment.** Taking Se and its four Si neighbours gives $n_A=40$. The bound is now set by the occupied orbitals, $\min(40,17,24,47)=17$, yet the bath has 16 orbitals. Displacing every atom at random, with a standard deviation of 0.005 nm per Cartesian component, raises it to 17. Occupations count as fractional here if they differ from 0 and 1 by more than $10^{-8}$. The added orbital is only weakly entangled, because its fragment partner stays almost completely filled, and a much looser threshold would miss it.

Symmetry can account for the missing orbital. The twelve hydrogens, with two $s$ functions each, offer only two totally symmetric combinations. If the occupied orbitals are twelve Si–H bonds, four Se–Si bonds and one symmetric donor orbital, three of them are totally symmetric, one from each group. Three vectors in a two-dimensional space are linearly dependent, so one combination has no hydrogen part and lies wholly in the fragment. The assignment of the occupied orbitals is an inference. The return of the seventeenth bath orbital on distortion agrees with it.

**A larger host.** The bound on the fragment side does not contain the size of the host. A periodic diamond lattice with four hybrids per atom illustrates this. Its round, roughly silicon-like parameters are a coupling of $-1.5$ eV between hybrids on one atom, $-3.5$ eV along each bond, and a shift of $-3.0$ eV for the four defect hybrids. The electron count is that of a doubly ionized double donor throughout, and only the cell size changes. With these parameters the shifted site binds no level in the gap of an infinite host, so the model tests the counting and does not represent selenium's donor state. Cells of 8, 64 and 216 atoms all give four bath orbitals for the four fragment orbitals. The largest occupation change from 64 to 216 atoms is 0.0017. The count is already fixed in the smallest cell, while the occupations settle as the host grows.

## Beside the real material

The cluster is small and far from bulk silicon. Its highest occupied Hartree–Fock level stands 8.9 eV above the next and 5.9 eV below the lowest empty level. These spacings are not converged in the basis. One set of $d$ functions (exponent 0.3) on silicon changes them to 9.4 and 5.7 eV, and diffuse $s$ and $p$ functions (exponent 0.03) on selenium and silicon reduce the distance to the empty level to 5.2 eV. In the crystal, the donor level is only a few tenths of an eV below the conduction band, inside a gap of about 1.1 eV, so neither spacing describes the real material. Real doped silicon also breaks two assumptions behind the eight-orbital bath, and atomic motion shifts the occupations.

The first broken assumption is the single determinant. The second-order Møller–Plesset density of the cluster makes all 56 environment orbitals fractional, where Hartree–Fock has eight. It places 0.18 holes in the frozen core, about 1% of its 18 electrons, and 0.23 electrons in the frozen empty orbitals. With $d$ functions on silicon these numbers rise to 0.245 and 0.381, so they show only the order of magnitude. A correlated calculation confined to fragment and bath leaves out these changes, so it is an approximation even though the mean-field factorization behind it holds without error.

The second is that every donor is neutral, with a closed shell. Selenium is a double donor whose first level lies roughly 0.3 eV below the conduction band. Let $x$ be the singly ionized fraction of $N_d$ donors. With one free electron per ionized donor, second ionization neglected, and two spin states for Se$^+$ against one for neutral Se, mass action gives

$$
\frac{x^2}{1-x}=\frac{2N_c}{N_d}\,e^{-E_d/k_BT}.
$$

For $N_d=10^{16}$ cm$^{-3}$, a rough $N_c=3\times10^{19}$ cm$^{-3}$ and $k_BT=0.02585$ eV at 300 K, the right side is $6000\,e^{-11.6}\approx0.055$, so $x\approx0.21$. About a fifth of the donors would then carry an unpaired spin. For Se$^+$ in the same cluster geometry, an unrestricted determinant has eight bath orbitals per spin, but their union has 16. For this determinant, a common spatial bath must at least double in size if the factorization is to be exact. The eight added directions are weak: when the $D_{BA}$ blocks of the two spins are placed side by side, the corresponding singular values are 0.04 or less. The doubling comes from letting the two spins have different orbitals. If they share orbitals, their occupied spaces differ only by the orbital of the unpaired electron. Adding its environment part to the eight bath orbitals of the other spin then gives a common bath of at most nine.

Atomic motion changes the occupations as well. In the single set of random displacements used above, the selenium bath stays at eight orbitals and the largest change in a fragment occupation is 0.023. Another random set with the same standard deviation gives 0.009, so one set shows only the order of magnitude and is not a thermal average. The numerical output below contains the main values quoted here. It does not include the comparisons of basis sets and orthogonalizations, the stability of the restricted solution, the second set of displacements, or the singular values for Se$^+$.

## Calculated quantities

```
Random determinants: L, N, n_A | Schmidt states, bath orbitals m
  8, 4, 3 | 8, 3
  8, 2, 3 | 4, 2
  8, 7, 3 | 2, 1
  8, 4, 6 | 4, 2
Hubbard U/t=0: Schmidt states 4, fractional environment spin orbitals 2
  environment occupations: [0.  0.  0.5 0.5 1.  1. ]
Hubbard U/t=4: Schmidt states 4, fractional environment spin orbitals 6
  environment occupations: [0.1297 0.1297 0.5    0.5    0.8703 0.8703]
SeSi4H12: Se-Si 0.235 nm, Si-H 0.148 nm, RHF/LANL2DZ
Valence electrons 34, spatial orbitals L 64, occupied N 17
RHF energy -30.661599 hartree
HOMO -3.823 eV, LUMO 2.107 eV, gap 5.930 eV
HOMO above next occupied level 8.857 eV
Se fragment orbitals 8, spatial bath orbitals 8
Se occupations per spin: 0.98259 0.66532 0.66532 0.66532 0.00850 0.00850 0.00850 0.00153
Electrons in fragment plus bath 16.000000
Entanglement entropy per spin 3.1140 bits, both spins 6.2280 bits
Coupling lost per dropped bath orbital: 0.0391 to 0.4719
Fragment Se+4Si: orbitals 40, upper bound 17, bath 16
  bath after symmetry-breaking displacements 17
Displacements 0.005 nm: Se bath 8, largest occupation change 0.02283
MP2 correlation energy -7.954 eV
Fractional environment orbitals: RHF 8, MP2 56
MP2 holes in frozen core 0.1809, electrons in frozen virtuals 0.2261
Rough donor inputs: 0.3 eV, N_c 3e+19 cm^-3, doping 1e+16 cm^-3
At 300 K: kT 0.02585 eV, singly ionized fraction 0.208
Se+ UHF bath: spin up 8, spin down 8, union of spatial baths 16
Hybrid model: V_atom -1.5 eV, V_bond -3.5 eV, defect shift -3.0 eV
  8 atoms: gap 0.722 eV, bath 4, occupations 0.64607 0.64607 0.64607 0.86096
  64 atoms: gap 0.964 eV, bath 4, occupations 0.63696 0.63696 0.63696 0.88587
  216 atoms: gap 0.989 eV, bath 4, occupations 0.63650 0.63650 0.63650 0.88758
  largest occupation change, 64 to 216 atoms: 0.001715
```
